# Two-photon decay of the neutral pion: width and polarization correlation

## Problem

A neutral pseudoscalar particle of mass \(m\) is described by a real field \(\varphi\). It couples to the electromagnetic field through

\[
\mathcal L_{\rm int}=-\frac{\alpha}{16\pi^2}\,\frac{\varphi}{f}\,F_{\mu\nu}\tilde F^{\mu\nu},\qquad \tilde F^{\mu\nu}=\tfrac12\epsilon^{\mu\nu\rho\sigma}F_{\rho\sigma}.
\]

Gaussian units are used, with \(\alpha=e^2/\hbar c\), metric \((+,-,-,-)\) and \(\epsilon^{0123}=+1\). Both \(\varphi\) and the constant \(f\) are energies, and the free field has

\[
\mathcal L_0=\frac{1}{2\hbar c}\left[\frac{\dot\varphi^2}{c^2}-(\nabla\varphi)^2-\left(\frac{mc}{\hbar}\right)^2\varphi^2\right].
\]

(a) Find the width \(\Gamma\) for decay at rest into two photons, to lowest order in the coupling.

(b) Two linear analysers face the two photons. How does the probability that both photons pass depend on the angle between the analysers? In what sense are the polarizations perpendicular?

(c) Evaluate the width for the neutral pion, represented by the model inputs \(mc^2=135.0\) MeV and \(f=92.4\) MeV. These are rounded values, taken here as given numbers.

The vertex is given here, not derived. For the pion its coefficient comes from the axial anomaly, through the factor \(N_c(Q_u^2-Q_d^2)=1\) for three quark colours and charges \(\tfrac23,-\tfrac13\), in the limit of massless light quarks, and \(f\) is then the pion decay constant in the convention where it is near 92 MeV.

## First estimate by scaling

The amplitude is linear in \(\alpha/f\), so the width contains \(\alpha^2/f^2\). The only other energy is \(mc^2\), since \(\hbar\) and \(c\) alone form no energy. A width with the dimension of energy must therefore be

\[
\Gamma\sim\frac{\alpha^2(mc^2)^3}{f^2}
=\frac{(135.0)^3}{(137.036)^2(92.4)^2}\ {\rm MeV}\approx 15\ {\rm keV},
\]

up to a pure number that scaling cannot supply.

Symmetry settles the form of the polarization dependence. Let \(\mathbf n\) be the direction of photon 1, so that photon 2 moves along \(-\mathbf n\), and let \(\mathbf e_1,\mathbf e_2\) be real transverse polarization vectors. A spinless particle at rest offers no direction of its own. The amplitude must be a rotational scalar linear in both polarizations, which leaves \(\mathbf e_1\cdot\mathbf e_2\) and \(\mathbf n\cdot(\mathbf e_1\times\mathbf e_2)\). Under parity all three vectors change sign: the first form is even, the second odd. A pseudoscalar with a parity-conserving coupling selects the second, which vanishes for parallel polarizations.

## Exact solution at lowest order

### From the tensor to the fields

With \(A^\mu=(\Phi,\mathbf A)\), the definition \(F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu\) gives \(F_{0i}=E_i\) and \(F_{ij}=-\epsilon_{ijk}B_k\). In \(\tfrac12\epsilon^{\mu\nu\rho\sigma}F_{\mu\nu}F_{\rho\sigma}\) the index 0 can stand in four places, and all four contribute equally:

\[
F_{\mu\nu}\tilde F^{\mu\nu}=\tfrac12\cdot4\,\epsilon_{ijk}F_{0i}F_{jk}
=-2\,\epsilon_{ijk}\epsilon_{jkl}E_iB_l=-4\,\mathbf E\cdot\mathbf B ,
\]

because \(\epsilon_{ijk}\epsilon_{jkl}=2\delta_{il}\). Hence

\[
\mathcal L_{\rm int}=\kappa\,\mathbf E\cdot\mathbf B,\qquad \kappa=\frac{\alpha\varphi}{4\pi^2f}.
\]

Since \(\mathbf E\) is a polar and \(\mathbf B\) an axial vector, \(\mathbf E\cdot\mathbf B\) is odd under parity. The coupling conserves parity if \(\varphi\) is odd too.

### The interaction Hamiltonian

The electric field \(\mathbf E=-\nabla\Phi-\dot{\mathbf A}/c\) contains a velocity, so \(\mathcal H_{\rm int}=-\mathcal L_{\rm int}\) has to be shown. From \(\mathcal L=(E^2-B^2)/8\pi+\kappa\mathbf E\cdot\mathbf B\), the momentum conjugate to \(\mathbf A\) is

\[
\boldsymbol\Pi=\frac{\partial\mathcal L}{\partial\dot{\mathbf A}}=-\frac{\mathbf D}{4\pi c},\qquad \mathbf D=\mathbf E+4\pi\kappa\mathbf B .
\]

With \(\dot{\mathbf A}=-c(\mathbf E+\nabla\Phi)\), the product \(\boldsymbol\Pi\cdot\dot{\mathbf A}\) equals \(\mathbf D\cdot(\mathbf E+\nabla\Phi)/4\pi\). Variation of \(\Phi\) gives Gauss's law \(\nabla\cdot\mathbf D=0\), so the \(\nabla\Phi\) term integrates to zero. What remains is

\[
\mathcal H=\frac{\mathbf D\cdot\mathbf E}{4\pi}-\mathcal L=\frac{E^2+B^2}{8\pi}
=\frac{D^2+B^2}{8\pi}-\kappa\,\mathbf D\cdot\mathbf B+2\pi\kappa^2B^2 ,
\]

where \(\mathbf E=\mathbf D-4\pi\kappa\mathbf B\) was inserted at the end. The canonical variable \(\mathbf D\) has the mode expansion of the free electric field. The last term is of second order in the coupling and is dropped. To first order \(\mathcal H_{\rm int}=-\kappa\,\mathbf E\cdot\mathbf B\), with free fields.

### Normalization of the modes

In a box of volume \(V\), a photon mode enters as \(\mathbf A=C\,[a\,\mathbf e\,e^{i(\mathbf k\cdot\mathbf r-\omega t)}+{\rm h.c.}]\). For a real classical amplitude \(a\), \(\mathbf E\) and \(\mathbf B\) both have peak value \(2Ca\omega/c\). The mean energy is

\[
V\,\frac{1}{8\pi}\cdot2\cdot\frac12\left(\frac{2Ca\omega}{c}\right)^2=\frac{VC^2a^2\omega^2}{2\pi c^2}.
\]

It must equal \(\hbar\omega a^2\), so \(C^2=2\pi\hbar c^2/(V\omega)\).

For the particle at rest, \(\varphi=N(b\,e^{-imc^2t/\hbar}+{\rm h.c.})\). With a real amplitude \(b\), the energy following from \(\mathcal L_0\) is

\[
\frac{V}{2\hbar c}\,4N^2b^2\left(\frac{mc}{\hbar}\right)^2(\sin^2+\cos^2)=\frac{2VN^2b^2m^2c}{\hbar^3}.
\]

Setting this equal to \(mc^2b^2\) gives

\[
N^2=\frac{\hbar^3c}{2mV}=\frac{(\hbar c)^3}{2mc^2V}.
\]

### The matrix element

Momentum conservation makes the photons opposite, and energy conservation gives each \(\hbar\omega=mc^2/2\). The parts of the fields that create photon \(j\) are, apart from the plane-wave factor,

\[
\mathbf E_j=-i\sqrt{\frac{2\pi\hbar\omega}{V}}\;\mathbf e_j^*,\qquad
\mathbf B_j=-i\sqrt{\frac{2\pi\hbar\omega}{V}}\;\hat{\mathbf k}_j\times\mathbf e_j^* .
\]

Either photon may come from the electric factor, so two terms add. With \(\hat{\mathbf k}_1=\mathbf n\) and \(\hat{\mathbf k}_2=-\mathbf n\),

\[
\mathbf E_1\cdot\mathbf B_2+\mathbf E_2\cdot\mathbf B_1
=-\frac{2\pi\hbar\omega}{V}\left[-\mathbf e_1^*\cdot(\mathbf n\times\mathbf e_2^*)+\mathbf e_2^*\cdot(\mathbf n\times\mathbf e_1^*)\right].
\]

Cyclic permutation gives \(\mathbf e_2^*\cdot(\mathbf n\times\mathbf e_1^*)=\mathbf n\cdot(\mathbf e_1^*\times\mathbf e_2^*)\), while \(\mathbf e_1^*\cdot(\mathbf n\times\mathbf e_2^*)\) is minus the same quantity. The bracket is therefore \(2\,\mathbf n\cdot(\mathbf e_1^*\times\mathbf e_2^*)\): the terms reinforce each other because the photons move oppositely. The space integral supplies \(V\), and

\[
M=-\frac{\alpha N}{4\pi^2f}\,V\left(-\frac{4\pi\hbar\omega}{V}\right)\mathbf n\cdot(\mathbf e_1^*\times\mathbf e_2^*)
=\frac{\alpha}{\pi f}\,N\hbar\omega\;\mathbf n\cdot(\mathbf e_1^*\times\mathbf e_2^*).
\]

Inserting \(N^2\) and \(\hbar\omega=mc^2/2\),

\[
|M|^2=\frac{\alpha^2(\hbar c)^3\,mc^2}{8\pi^2f^2V}\,\left|\mathbf n\cdot(\mathbf e_1^*\times\mathbf e_2^*)\right|^2 .
\]

### The width

In a basis \(\mathbf x,\mathbf y\) perpendicular to \(\mathbf n\), the squared triple product is 1 for the combinations \(xy\) and \(yx\) and 0 for \(xx\) and \(yy\). The polarization sum is 2. A sum over all \(\mathbf k\) counts each pair of identical photons twice, because \(\mathbf k\) and \(-\mathbf k\) label the same pair, so a factor \(\tfrac12\) is needed. The density of final states follows from

\[
\sum_{\mathbf k}\delta(mc^2-2\hbar ck)=\frac{V}{(2\pi)^3}\,4\pi\left(\frac{mc}{2\hbar}\right)^2\frac{1}{2\hbar c}
=\frac{V(mc^2)^2}{16\pi^2(\hbar c)^3}.
\]

The golden rule, multiplied by \(\hbar\) to give an energy, yields

\[
\Gamma=2\pi\cdot\frac12\cdot2\cdot\frac{\alpha^2(\hbar c)^3mc^2}{8\pi^2f^2V}\cdot\frac{V(mc^2)^2}{16\pi^2(\hbar c)^3},
\]

\[
\boxed{\;\Gamma=\frac{\alpha^2(mc^2)^3}{64\pi^3f^2}\;}
\]

The decay rate is \(\Gamma/\hbar\). The box volume has cancelled, as it must.

### A covariant check

Set \(\hbar=c=1\) and rescale the electromagnetic field by \(\sqrt{4\pi}\), so that its energy density is \((E^2+B^2)/2\). The vertex becomes \(-\tfrac g4\varphi F\tilde F\) with \(g=\alpha/(\pi f)\). Each outgoing photon contributes \(F_{\mu\nu}\to i(k_\mu e_\nu^*-k_\nu e_\mu^*)\), and the invariant amplitude is

\[
\mathcal M=g\,\epsilon^{\mu\nu\rho\sigma}k_{1\mu}e^*_{1\nu}k_{2\rho}e^*_{2\sigma}.
\]

It vanishes if either \(e_j\) is replaced by \(k_j\), so each polarization sum may be replaced by minus the metric. The contraction \(\epsilon^{\mu\nu\rho\sigma}\epsilon_{\mu'\nu\rho'\sigma}=-2(\delta^\mu_{\mu'}\delta^\rho_{\rho'}-\delta^\mu_{\rho'}\delta^\rho_{\mu'})\), together with \(k_1^2=k_2^2=0\) and \(m^2=2k_1\cdot k_2\), gives

\[
\sum|\mathcal M|^2=2g^2(k_1\cdot k_2)^2=\frac{g^2m^4}{2}.
\]

The two-photon phase space is

\[
\int\frac{4\pi k^2dk}{(2\pi)^2\,4k^2}\,\delta(m-2k)=\frac1{8\pi}.
\]

Therefore

\[
\Gamma=\frac12\cdot\frac1{2m}\cdot\frac1{8\pi}\cdot\frac{g^2m^4}{2}=\frac{g^2m^3}{64\pi}=\frac{\alpha^2m^3}{64\pi^3f^2}.
\]

For a moving particle the prefactor \(1/2m\) becomes \(1/2E\) and everything else is invariant, so the rate falls by \(m/E\), which is time dilation.

The width was also tested by summing over 51 965 photon momentum pairs in a finite box, with the delta function replaced by a narrow Gaussian. The ratio to the formula is 1.00327. The summand is weighted by \(k^4\), two powers from the density of modes and two from \(|M|^2\). A relative spread \(s\) in \(k\) therefore raises the sum by \(6s^2\) to leading order, here 0.00327, which accounts for the excess.

### The polarizations

The analysers are ideal ones that project on a linear polarization. For photons of tens of MeV no practical device of this kind exists, and the polarization correlation has to be inferred indirectly, for example from the planes of electron–positron pairs. For linear analysers at relative angle \(\chi\), the triple product is \(\pm\sin\chi\). Dividing its square by the polarization sum 2 gives the probability that both photons of a decay along \(\mathbf n\) pass:

\[
P(\chi)=\tfrac12\sin^2\chi .
\]

Parallel analysers never both transmit. The probability that photon 1 passes, whatever photon 2 does, is the sum over two orthogonal settings for photon 2: \(\tfrac12\sin^2\chi+\tfrac12\cos^2\chi=\tfrac12\). Each photon alone thus has no linear polarization. The circular amplitudes found below have equal magnitude for its two helicities, so it has no circular polarization either and is unpolarized. Once photon 1 has passed, photon 2 passes its analyser with probability \(\sin^2\chi\), which is certainty at \(90^\circ\). This is the sense in which the polarizations are perpendicular.

It does not mean that each pair leaves with two definite perpendicular directions. Suppose photon 1 were polarized at a random angle \(\lambda\) and photon 2 at \(\lambda+90^\circ\). With analysers at angles 0 and \(\chi\), the joint probability would be the average

\[
\left\langle\cos^2\lambda\,\sin^2(\lambda-\chi)\right\rangle_\lambda=\tfrac14\left(1-\tfrac12\cos2\chi\right).
\]

This is \(\tfrac18\) for parallel analysers, where the true result is zero. The amplitude instead describes the entangled state \((|xy\rangle-|yx\rangle)/\sqrt2\), which has the same form in every pair of perpendicular axes.

Circular analysers show the role of angular momentum. Positive helicity means \(\mathbf e_1=(\mathbf x+i\mathbf y)/\sqrt2\) for photon 1 and \(\mathbf e_2=(\mathbf x-i\mathbf y)/\sqrt2\) for photon 2, which moves the other way. The triple product is then \(i\). For two negative helicities it is \(-i\), and for opposite helicities it is zero. Equal helicities give zero total angular momentum along \(\mathbf n\), as a spinless parent requires; opposite ones would give \(\pm2\hbar\).

A scalar particle provides the contrast. Replace \(\mathbf E\cdot\mathbf B\) by \((E^2-B^2)/2\). The cross terms become \(\mathbf E_1\cdot\mathbf E_2-\mathbf B_1\cdot\mathbf B_2\), proportional to

\[
\mathbf e_1^*\cdot\mathbf e_2^*+(\mathbf n\times\mathbf e_1^*)\cdot(\mathbf n\times\mathbf e_2^*)=2\,\mathbf e_1^*\cdot\mathbf e_2^* ,
\]

so that \(P(\chi)=\tfrac12\cos^2\chi\). The helicities are again equal, but with the same circular vectors as above the two helicity amplitudes now have the same sign instead of opposite signs. Helicity counts alone therefore cannot tell the two parities apart, while linear analysers can. At \(30^\circ\) the joint probabilities are 0.125 for the pseudoscalar and 0.375 for the scalar; at \(45^\circ\) both are 0.25 and the distinction is lost.

### Numbers for the neutral pion

Each photon carries 67.5 MeV. The coupling is \(g=\alpha/(\pi f)=2.514\times10^{-5}\ {\rm MeV^{-1}}\), and \(N^2V=2.846\times10^4\ {\rm MeV^2\,fm^3}\). For perpendicular polarizations

\[
|M|^2V=g^2(N^2V)(\hbar\omega)^2=(2.5139\times10^{-5})^2(2.8457\times10^4)(67.5)^2
\approx8.194\times10^{-2}\ {\rm MeV^2\,fm^3}.
\]

The density-of-states sum divided by \(V\) is \(1.502\times10^{-5}\ {\rm MeV^{-1}\,fm^{-3}}\). Hence

\[
\Gamma=2\pi\,(8.194\times10^{-2})(1.502\times10^{-5})\ {\rm MeV}\approx7.73\ {\rm eV}.
\]

This corresponds to a rate of \(1.17\times10^{16}\ {\rm s^{-1}}\) and a lifetime of \(8.5\times10^{-17}\) s if this were the only channel.

## Comparison of estimate and solution

Scaling found the dependence on \(\alpha\), \(m\) and \(f\), and symmetry found the triple product. The size was badly off: 15 keV against 7.7 eV, a ratio of \(64\pi^3\approx2000\). The factors can be traced.

- A factor \(\pi^2\) belongs to the vertex. In fields with energy density \((E^2+B^2)/2\), the coupling is \(\alpha/(\pi f)\), not \(\alpha/f\). Using \(g^2(mc^2)^3\) as the estimate would have given about 1.6 keV.
- A factor 8 comes from the matrix element: 2 from the normalization \(N^2\propto1/(2mc^2)\), and 4 because each photon carries half the rest energy.
- A factor \(16\pi^2\) comes from the density of final states, partly offset by the \(2\pi\) of the golden rule. The net factor is \(8\pi\). The polarization sum 2 and the factor \(\tfrac12\) for identical photons cancel each other.

The product \(\pi^2\cdot8\cdot8\pi\) is \(64\pi^3\). None of the three net factors is extreme, but each of them lowers the width.

The cubic mass dependence means that a particle of half the mass with the same \(f\) has one eighth of the width, and that the width vanishes as \(m\to0\). The number is sensitive to both inputs, as the cube of \(m\) and the inverse square of \(f\): a shift of 0.5 MeV in either one changes the width by about 1 per cent. With \(f=92.0\) MeV the width is 7.80 eV, so the second digit already depends on this input. The convention matters more. In another normalization the decay constant is \(\sqrt2f=130.7\) MeV, and inserting it here without changing the vertex would halve the width to 3.87 eV.

Lowest order in the vertex is consistent for so narrow a state, since \(\Gamma/mc^2\approx6\times10^{-8}\). That small ratio says nothing about the vertex itself. Corrections to its coefficient from nonzero quark masses and from higher orders are left out, as are other decay channels. The value 7.7 eV is thus the prediction of the given vertex with the stated inputs. The numerical output below lists the intermediate values and the analyser probabilities.

## Computed results

```
1/alpha = 137.036
hbar c = 197.327 MeV fm
input pion rest energy = 135.0 MeV
input decay constant f = 92.4 MeV
photon energy = 67.5 MeV
photon wave number = 0.3421 fm^-1
coupling g = alpha/(pi f) = 2.5139e-05 MeV^-1
pion mode constant N^2 V = 2.8457e+04 MeV^2 fm^3
|M|^2 V, perpendicular = 8.1939e-02 MeV^2 fm^3
sum_k delta / V = 1.5021e-05 MeV^-1 fm^-3
width by golden rule = 7.733 eV
width by closed formula = 7.733 eV
decay rate = 1.175e+16 s^-1
lifetime, this channel alone = 8.512e-17 s
width / rest energy = 5.73e-08
width with f = 92.0 MeV = 7.801 eV
sqrt(2) f = 130.7 MeV
width if sqrt(2) f is wrongly used = 3.867 eV
box test: number of photon momentum pairs = 51965
box test: width / formula = 1.00327
box test: expected smearing shift = 0.00327
covariant test: width / formula = 1.0000000000
joint pass probability: angle, pseudoscalar, scalar
   0 deg  0.0000  0.5000
  30 deg  0.1250  0.3750
  45 deg  0.2500  0.2500
  60 deg  0.3750  0.1250
  90 deg  0.5000  0.0000
probability of equal helicities = 1.0000
probability of opposite helicities = 0.0000
one photon alone, pass probability = 0.5000
```
